**Grain-boundary barrier from the lower Lambert branch**

For a high depletion barrier, the program tests $\phi_0=-(kT/ze)\,W_{-1}(-1/(2R))$, where $\phi_0$ is the core potential, $z$ the vacancy charge number, $T$ the temperature and $R$ the layer-averaged resistivity divided by the bulk value. It asserts that a finite-difference solution of Poisson's equation reproduces the parabolic potential, and that direct quadrature of the series resistance agrees with the Dawson-function form and its expansion. It also asserts that root-finding agrees with the lower branch, while the principal branch returns a full-integral ratio near 1. For $z=2$, $T=600$ K and $R=10^4$ the output gives 0.3212 V from the formula and 0.3199 V from the full integral. Dropping the prefactor $1/(2u)$, with $u=ze\phi_0/kT$, gives 0.2381 V. Further assertions cover the first integral with vacancy charge, the continuum limit of the hopping sum, and the variance of the core potential from random acceptors, which is compared with a real-space image sum. Among the computed corrections to the barrier, the largest is the estimated 0.029 V from random acceptor positions.

## Verification by program

```python
# Result under test: for a depletion layer beside a charged grain-boundary core,
#   R = exp(u)/(2u)  =>  phi0 = -(kT/(z e)) * W_{-1}(-1/(2R)),   u = z e phi0/(kT),
# R: layer-averaged resistivity / bulk resistivity; phi0: core potential (V);
# z: vacancy charge number; N: acceptor density; lam: depletion width on one side.
# The leading formula is compared with the full integral, and neglected effects are sized.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw, dawsn

# Inputs: rough values in the regime of lightly acceptor-doped ceria
z, T, R = 2, 600.0, 1.0e4
eps_r, N, a_cell = 30.0, 1.0e25, 0.541e-9
core_width = 0.5e-9
pair_constant = 10.0          # mass-action constant times N, for vacancy-acceptor pairs
e, eps = sc.e, eps_r * sc.epsilon_0
Vt = sc.k * T / (z * e)       # thermal voltage of a vacancy
plane = a_cell / 2            # spacing of oxygen planes


def width(u):
    return np.sqrt(2 * eps * u * Vt / (e * N))


def ratio_asym(u):
    return np.exp(u) / (2 * u)


def ratio_full(u):
    return np.exp(u) * dawsn(np.sqrt(u)) / np.sqrt(u)


def invert(ratio, target=R):
    return brentq(lambda u: np.log(ratio(u) / target), 3.0, 25.0, xtol=1e-11)


# Main result
u = -lambertw(-1 / (2 * R), -1).real
u_wrong = -lambertw(-1 / (2 * R), 0).real
phi = u * Vt
lam = width(u)

# Poisson equation solved by finite differences against the parabola
n = 200
h = lam / n
A = (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
     + np.diag(np.ones(n - 2), -1))
rhs = np.full(n - 1, h**2 * e * N / eps)
rhs[0] -= phi
pot = np.concatenate(([phi], np.linalg.solve(A, rhs), [0.0]))
s = 1 - np.linspace(0, 1, n + 1)
assert np.max(np.abs(pot - phi * s**2)) < 1e-8 * phi
edge_slope = (3 * pot[-1] - 4 * pot[-2] + pot[-3]) / (2 * h)
assert abs(edge_slope) < 1e-6 * phi / lam

# Series resistance from its definition against Dawson form and expansion
for v in (0.5, 3.0, u, 25.0):
    direct = quad(lambda t: np.exp(v * t * t), 0, 1, epsabs=0, epsrel=1e-11)[0]
    assert abs(direct / ratio_full(v) - 1) < 1e-8
    if v > 10:
        rest = direct / ratio_asym(v) - 1 - 1 / (2 * v) - 3 / (4 * v**2)
        assert 0 < rest < 2 * 15 / (8 * v**3)   # size of first omitted term

# Branches, threshold and sensitivity
assert abs(invert(ratio_asym) - u) < 1e-8
low = minimize_scalar(ratio_asym, bounds=(0.1, 5), method="bounded",
                      options={"xatol": 1e-9})
assert abs(low.x - 1) < 1e-5 and abs(low.fun - np.e / 2) < 1e-9
R_wrong = quad(lambda t: np.exp(u_wrong * t * t), 0, 1)[0]
assert u_wrong < 1 < u and abs(R_wrong - 1) < 1e-3
d = 1e-4
slope = (invert(ratio_asym, R * np.exp(d)) - invert(ratio_asym, R * np.exp(-d))) / (2 * d)
assert abs(slope * (1 - 1 / u) - 1) < 1e-5
u_full = invert(ratio_full)
shift_est = -np.log(ratio_full(u) / R) / (1 - 1 / u)
assert abs(shift_est / (u_full - u) - 1) < 0.02
assert round(phi, 2) == 0.32 and round(u_full * Vt, 2) == 0.32

# Where the resistance sits
top = lam / (2 * u)
near = quad(lambda t: np.exp(u * t * t), 1 - 1 / (2 * u), 1)[0] / ratio_full(u)
assert abs(near - (1 - np.exp(-1))) < 0.05


# Vacancy charge in the layer, with optional pairing to acceptors
def free_bulk(K):
    return brentq(lambda v: (1 - K * v) / (1 + K * v) - 2 * v, 0, 1)


def charge(v_u, K, v0):
    v = v0 * np.exp(-v_u)
    return (1 - K * v) / (1 + K * v) - 2 * v


def energy(v_u, K, v0):
    b = np.exp(-v_u)
    return v_u - 2 * np.log((1 + K * v0) / (1 + K * v0 * b)) - 2 * v0 * (1 - b)


def ratio_pb(u0, K):
    v0 = free_bulk(K)
    excess = quad(lambda w: np.expm1(w) / np.sqrt(2 * energy(w, K, v0)),
                  1e-3, u0, limit=200)[0]
    return 1 + excess / np.sqrt(2 * u0)


def reached_one(x, y):
    return y[0] - 1


reached_one.terminal = True
for K in (0.0, pair_constant):
    v0 = free_bulk(K)
    sol = solve_ivp(lambda x, y: [y[1], charge(y[0], K, v0), np.exp(y[0])],
                    (0, 30), [u, -np.sqrt(2 * energy(u, K, v0)), 0.0],
                    events=reached_one, rtol=1e-10, atol=1e-12)
    assert len(sol.t_events[0]) == 1
    by_energy = quad(lambda w: np.exp(w) / np.sqrt(2 * energy(w, K, v0)), 1, u)[0]
    assert abs(sol.y[2, -1] / by_energy - 1) < 1e-5
u_pb = invert(lambda v: ratio_pb(v, 0.0))
u_pair = invert(lambda v: ratio_pb(v, pair_constant))


# Discrete planes: series sum of hop resistances
def ratio_hop(v, spacing):
    L = width(v)
    x = np.arange(0, L, spacing)
    w = v * (1 - x / L)**2
    return spacing / L * np.sum(np.exp((w[1:] + w[:-1]) / 2))


assert abs(ratio_hop(u, 1e-12) / ratio_full(u) - 1) < 1e-3
u_hop = invert(lambda v: ratio_hop(v, plane))

# Core as resistive as the barrier top
u_core = invert(lambda v: ratio_full(v) + core_width * np.exp(v) / (2 * width(v)))

# Random acceptors between grounded planes: real-space image sum in units of lam
gm, wm = np.polynomial.legendre.leggauss(60)
gr, wr = np.polynomial.legendre.leggauss(120)
mu, wm = (gm + 1) / 2, wm / 2
tr, wr = (gr + 1) / 2, wr / 2
rmax = np.minimum(1 / mu, 8.0)
rho = rmax[:, None] * tr[None, :]
xx = rho * mu[:, None]
rr2 = rho**2 * (1 - mu[:, None]**2)
green = np.zeros_like(rho)
for m in range(-60, 61):
    green += 1 / np.sqrt(rr2 + (xx + 4 * m)**2)
    green -= 1 / np.sqrt(rr2 + (2 - xx + 4 * m)**2)
green /= 4 * np.pi
radial = np.sum(rho**2 * green**2 * wr[None, :], axis=1) * rmax
variance_number = 4 * np.pi * np.sum(wm * radial)
assert abs(variance_number * 8 * np.pi - 1) < 3e-3
sigma = np.sqrt(N * e**2 * lam / (8 * np.pi * eps**2))
spread = sigma / Vt
mean_gain = quad(lambda g: np.exp(-spread * g - g * g / 2) / np.sqrt(2 * np.pi),
                 -12, 12)[0]
assert abs(np.log(mean_gain) - spread**2 / 2) < 1e-6
rise = sigma**2 / (2 * Vt)

# Electron bypass, site filling, tunnelling
bypass = quad(lambda t: np.exp(-u * t * t / z), 0, 1)[0] / R
site_fraction = (N / 2) / (8 / a_cell**3)
wave = sc.h / np.sqrt(2 * np.pi * 16 * sc.atomic_mass * sc.k * T)
assert wave < 0.1 * top and site_fraction < 1e-3

print(f"temperature: {T:.0f} K")
print(f"vacancy charge number: {z}")
print(f"resistivity ratio R: {R:.0f}")
print(f"relative permittivity: {eps_r:.0f}")
print(f"acceptor density: {N*1e-6:.1e} cm^-3")
print(f"cubic lattice parameter: {a_cell*1e9:.3f} nm")
print(f"kT: {sc.k*T/e:.5f} eV")
print(f"kT/(ze): {Vt:.5f} V")
print(f"Lambert argument -1/(2R): {-1/(2*R):.2e}")
print(f"u, lower branch: {u:.4f}")
print(f"u, principal branch: {u_wrong:.3e}")
print(f"full-integral R at principal-branch u: {R_wrong:.6f}")
print(f"smallest R of asymptotic form: {low.fun:.4f}")
print(f"barrier, lower branch: {phi:.4f} V")
print(f"full-integral R at lower-branch u: {ratio_full(u):.0f}")
print(f"u, full integral: {u_full:.4f}")
print(f"first-order estimate of shift in u: {shift_est:.4f}")
print(f"barrier, full integral: {u_full*Vt:.4f} V")
print(f"barrier if prefactor 1/(2u) is dropped: {np.log(R)*Vt:.4f} V")
print(f"barrier change if R doubles: {(invert(ratio_asym, 2*R)-u)*Vt:.4f} V")
print(f"depletion width, one side: {lam*1e9:.2f} nm")
print(f"field at core: {2*phi/lam*1e-8:.3f} MV/cm")
print(f"distance lam/(2u): {top*1e9:.3f} nm")
print(f"resistance fraction within that distance: {near:.3f}")
print(f"barrier with free vacancy charge in layer: {u_pb*Vt:.4f} V")
print(f"pairing constant times N: {pair_constant:.0f}")
print(f"free fraction of bulk vacancies when paired: {2*free_bulk(pair_constant):.3f}")
print(f"barrier with vacancy charge and pairing: {u_pair*Vt:.4f} V")
print(f"oxygen plane spacing: {plane*1e9:.4f} nm")
print(f"barrier with discrete planes: {u_hop*Vt:.4f} V")
print(f"assumed resistive core width: {core_width*1e9:.1f} nm")
print(f"barrier with resistive core: {u_core*Vt:.4f} V")
print(f"mean acceptor spacing N^(-1/3): {N**(-1/3)*1e9:.2f} nm")
print(f"image-sum variance times 8 pi (theory 1): {variance_number*8*np.pi:.4f}")
print(f"rms core potential from random acceptors: {sigma:.4f} V")
print(f"estimated excess of mean over inferred barrier: {rise:.4f} V")
print(f"electron/vacancy bulk conductivity ratio for equal layer currents: {bypass:.2e}")
print(f"occupied fraction of oxygen sites by vacancies: {site_fraction:.2e}")
print(f"thermal wavelength of oxygen atom: {wave*1e9:.4f} nm")
print("tests ok")
```

Output:

```
temperature: 600 K
vacancy charge number: 2
resistivity ratio R: 10000
relative permittivity: 30
acceptor density: 1.0e+19 cm^-3
cubic lattice parameter: 0.541 nm
kT: 0.05170 eV
kT/(ze): 0.02585 V
Lambert argument -1/(2R): -5.00e-05
u, lower branch: 12.4230
u, principal branch: 5.000e-05
full-integral R at principal-branch u: 1.000017
smallest R of asymptotic form: 1.3591
barrier, lower branch: 0.3212 V
full-integral R at lower-branch u: 10466
u, full integral: 12.3733
first-order estimate of shift in u: -0.0495
barrier, full integral: 0.3199 V
barrier if prefactor 1/(2u) is dropped: 0.2381 V
barrier change if R doubles: 0.0194 V
depletion width, one side: 10.32 nm
field at core: 0.622 MV/cm
distance lam/(2u): 0.415 nm
resistance fraction within that distance: 0.607
barrier with free vacancy charge in layer: 0.3185 V
pairing constant times N: 10
free fraction of bulk vacancies when paired: 0.148
barrier with vacancy charge and pairing: 0.3182 V
oxygen plane spacing: 0.2705 nm
barrier with discrete planes: 0.3203 V
assumed resistive core width: 0.5 nm
barrier with resistive core: 0.3073 V
mean acceptor spacing N^(-1/3): 4.64 nm
image-sum variance times 8 pi (theory 1): 1.0000
rms core potential from random acceptors: 0.0386 V
estimated excess of mean over inferred barrier: 0.0289 V
electron/vacancy bulk conductivity ratio for equal layer currents: 3.55e-05
occupied fraction of oxygen sites by vacancies: 9.90e-05
thermal wavelength of oxygen atom: 0.0178 nm
tests ok
```
